Proton tunnelling and the Curie temperature in the mean-field transverse-field Ising model

In a hydrogen-bonded ferroelectric such as potassium dihydrogen phosphate, each proton lies between two oxygen atoms and has two equivalent sites, one near each oxygen. Coupling between the bonds favours a pattern in which every proton chooses its site in step with the others, and this pattern carries an electric polarization. A proton is light enough to tunnel between its sites, however, and tunnelling favours the even superposition of the two, which has no dipole. The question is how much tunnelling the ordered state can bear, and at what temperature it gives way.

Take one bond first, with the other atoms held still. The proton moves in a symmetric double well whose lowest levels are an even state |0⟩ of energy E0 and an odd state |1⟩ of energy E1. If all higher levels lie far above these two, the proton can be described by the localized combinations

|R⟩ = (|0⟩ + |1⟩)/√2,  |L⟩ = (|0⟩ − |1⟩)/√2.

Let σz be +1 on |R⟩ and −1 on |L⟩, and let σx exchange them. The diagonal elements of the bond Hamiltonian are both (E0 + E1)/2, a constant that can be dropped. The off-diagonal element is

⟨R|H|L⟩ = (E0 − E1)/2 = −Γ,  so 2Γ = E1 − E0.

By parity ⟨0|x|0⟩ = ⟨1|x|1⟩ = 0. With the phases chosen so that x01 = ⟨0|x|1⟩ is real and positive, ⟨R|x|R⟩ = x01, ⟨L|x|L⟩ = −x01 and ⟨R|x|L⟩ = 0. The position is therefore x01 σz, and σz measures the dipole.

For the crystal, name the sites so that the ordered pattern has σz = +1 on every bond, and assume that with this naming all couplings J_ij are non-negative. They are symmetric, J_ii = 0, and J0 = Σ_j J_ij is the same for every bond. In atomic units,

H = −Γ Σ_i σx_i − ½ Σ_ij J_ij σz_i σz_j − h Σ_i σz_i.

The factor ½ corrects for counting each pair twice. The bias is h = μE, where μ is the effective dipole of a bond and E the macroscopic field. The temperature enters as the energy t = k_B T.

Mean-field theory seeks the best state without correlations between bonds. "Best" has a definite meaning because, for any density matrix ρ,

Tr ρH + t Tr ρ ln ρ ≥ F,

where F is the true free energy. To see this, insert ln ρ_eq = −H/t + F/t for the equilibrium state. The left side minus F becomes t Tr ρ(ln ρ − ln ρ_eq). If ρ and ρ_eq have eigenvalues p_a and q_b, and c_ab is the squared overlap of their eigenvectors, the trace is Σ c_ab p_a ln(p_a/q_b). Since ln y ≥ 1 − 1/y, it is at least Σ c_ab (p_a − q_b) = 1 − 1 = 0.

An uncorrelated state is a product of factors ½(1 + m_i·σ_i), where the vector m_i holds the averages of the three Pauli matrices and |m_i| ≤ 1. The eigenvalues of a factor are (1 ± r)/2 with r = |m_i|, so its entropy is

s(r) = −[(1 + r)/2] ln[(1 + r)/2] − [(1 − r)/2] ln[(1 − r)/2],
ds/dr = −½ ln[(1 + r)/(1 − r)] = −artanh r.

The entropy falls as r grows. A y component would lengthen m_i without changing the energy, so the minimum has none. The coupling term obeys

Σ_ij J_ij m_z,i m_z,j ≤ Σ_ij J_ij (m_z,i² + m_z,j²)/2 = J0 Σ_i m_z,i²,

because J_ij ≥ 0, with equality when all m_z,i are equal. A uniform state is therefore a best product state, and its free energy per bond is

f = −Γ m_x − ½ J0 m_z² − h m_z − t s(L),  L² = m_x² + m_z².

Setting both derivatives to zero, with ∂L/∂m_x = m_x/L and ∂L/∂m_z = m_z/L, gives

Γ = t artanh(L) m_x/L,
J0 m_z + h = t artanh(L) m_z/L.

Square and add. The right sides give (t artanh L)², and the left sides define

W² = Γ² + (J0 m_z + h)².

Hence

L = tanh(W/t),  m_x = Γ L/W,  m_z = (J0 m_z + h) L/W.

Each pseudospin is polarized along the effective field (Γ, J0 m_z + h), as a single spin with levels ±W would be.

Now set h = 0. The last equation becomes m_z (1 − J0 L/W) = 0, which has two kinds of solution. In the disordered one m_z = 0, W = Γ and m_x = tanh(Γ/t). In the ordered one W = J0 L, and then

m_x = Γ/J0,
L = tanh(J0 L/t),
m_z² = L² − (Γ/J0)².

The tunnelling average m_x does not change with temperature throughout the ordered phase. The length L obeys the Weiss equation of a magnet without tunnelling. Heating shortens the vector while its x component stays fixed, so the z component takes the whole loss.

To find where it vanishes, solve the Weiss equation for the temperature:

t = J0 L/artanh L.

The series artanh(L)/L = 1 + L²/3 + L⁴/5 + … increases with L, so t falls steadily as L rises. Conversely, L falls from 1 at t = 0 to 0 at t = J0. An ordered solution needs L > Γ/J0. If Γ < J0, this holds below a single temperature t_c, where L = Γ/J0:

tanh(Γ/t_c) = Γ/J0,
t_c = Γ/artanh(Γ/J0) = 2Γ/ln[(J0 + Γ)/(J0 − Γ)].

The first line is the implicit equation for the Curie temperature; in mean field it can be solved in closed form. If Γ ≥ J0, no ordered solution exists, because L cannot exceed 1. The critical tunnelling strength is

Γ_c = J0,

or a tunnel splitting of 2J0.

It remains to show that the ordered solution, where it exists, has the lower free energy. Since ½J0 (m − m_z)² ≥ 0 for any number m,

−½ J0 m_z² = min over m of (½ J0 m² − J0 m m_z).

Put this into f and minimize over m_x and m_z first, at fixed m. What remains is a single spin in the field (Γ, J0 m), whose free energy is −t ln[2 cosh(W/t)] with W² = Γ² + J0² m². The minimum of f is thus the minimum of

φ(m) = ½ J0 m² − t ln[2 cosh(W/t)].

With dW/dm = J0² m/W, its slope is

dφ/dm = J0 m [1 − J0 tanh(W/t)/W].

The function tanh(y)/y decreases for y > 0, because its derivative has the sign of 2y − sinh 2y. The bracket therefore grows with m, from 1 − J0 tanh(Γ/t)/Γ at m = 0 towards 1. If it starts positive or zero, φ rises from m = 0 and the disordered state wins. If it starts negative, φ first falls and then rises, and its one minimum for m ≥ 0 is the ordered state. It starts negative when tanh(Γ/t) > Γ/J0, which is the condition t < t_c. The order parameter goes to zero continuously at t_c, so the transition is continuous in this model.

At zero temperature L = 1 and

m_z = √[1 − (Γ/J0)²].

The value of Γ_c can be understood from the energy here. Write m_x = cos θ and m_z = sin θ, so that f = −Γ cos θ − ½J0 sin²θ. Comparing only the two extreme states, energy −Γ at θ = 0 and −J0/2 at θ = π/2, would suggest that order is lost at Γ = J0/2. But the spins can tilt partway. For small θ,

f ≈ −Γ + ½(Γ − J0) θ²,

and a small tilt lowers the energy as long as Γ < J0.

Two limits show how tunnelling acts on the Curie temperature. For Γ much smaller than J0, artanh x ≈ x + x³/3 gives

t_c ≈ J0 [1 − Γ²/(3J0²)].

The first correction is quadratic, so weak tunnelling hardly matters. Close to the critical strength, J0 + Γ ≈ 2J0 and

t_c ≈ 2Γ/ln[2J0/(J0 − Γ)].

The logarithm grows slowly, so t_c stays sizeable until Γ is very near J0 and then drops steeply to zero.

The dielectric response above t_c follows from the same equations. For small h, m_z is small and W differs from Γ only in second order. To first order m_z = (J0 m_z + h) tanh(Γ/t)/Γ, and collecting m_z gives

dm_z/dh = 1/[Γ coth(Γ/t) − J0].

The denominator vanishes at t_c. Its slope there is Γ²/[t_c² sinh²(Γ/t_c)]. From sinh² = tanh²/(1 − tanh²) and tanh(Γ/t_c) = Γ/J0, one has sinh²(Γ/t_c) = Γ²/(J0² − Γ²). The slope is therefore (J0² − Γ²)/t_c², and near the transition

dm_z/dh ≈ t_c²/[(J0² − Γ²)(t − t_c)],

a Curie-Weiss law. If Γ > J0 there is no transition, and on cooling the response levels off at 1/(Γ − J0). The crystal then stays paraelectric down to zero temperature, with a large response if Γ is only slightly above J0.

For an example, take round parameters in the regime of potassium dihydrogen phosphate. The potential along the bond is V(x) = V0 [(x/a)² − 1]², with half-separation a = 0.20 Å and an effective barrier V0 = 0.58 eV. The total coupling is J0 = 0.020 eV, the dipole μ = 0.15 e Å, and the volume per bond v = 50 Å³. Solving the well for a proton gives Γ = 0.01688 eV. Before rounding, Γ/J0 = 0.8442, so artanh(0.8442) = 1.236, and

k_B T_c = 0.01688/1.236 = 0.01366 eV,  T_c ≈ 159 K.

The same well with a deuteron gives Γ = 0.00255 eV. Now Γ/J0 = 0.1275, and the weak-tunnelling formula suffices: T_c lies below the value without tunnelling, 232.1 K, by the fraction 0.1275²/3 = 0.5 percent. The result is 231 K. At fixed J0, doubling the mass has raised the Curie temperature by about 72 K. The deuteron is already close to the limit without tunnelling, while the proton sits where t_c is sensitive: lowering its Γ by 10 percent raises T_c from 159 K to 177 K.

Holding J0 fixed is itself an assumption. The heavier particle is better localized, with x01 = 0.180 Å against 0.169 Å for the proton. If the coupling scaled as x01², it would be (0.1802/0.1688)² ≈ 1.14 times as large for the deuteron, and its Curie temperature, which is nearly proportional to J0, would rise by about the same factor.

The polarization is P = (μ/v) m_z. Full order would give 0.15/50 = 0.003 e/Å², or 4.81 µC/cm². At zero temperature the proton system has m_z = √(1 − 0.844²) = 0.54 and P = 2.6 µC/cm²; the deuteron system has m_z = 0.99 and P = 4.8 µC/cm². For the proton, P is still 2.5 µC/cm² at half the Curie temperature, and falls to 1.1 µC/cm² at 0.95 T_c.

The susceptibility is P/(ε0 E) = [μ²/(ε0 v)] dm_z/dh, with μ²/(ε0 v) = 0.0814 eV. Here E is the macroscopic field, which for a crystal filling the space between two plane electrodes is the voltage divided by the thickness; local-field effects are counted in J0. For the proton the Curie constant, expressed as an energy, is

0.0814 × 0.01366²/(0.0200² − 0.01688²) ≈ 0.13 eV,

which corresponds to about 1500 K. Ten kelvin above T_c the full formula gives a susceptibility of 149, close to the Curie-Weiss value 1535/10 ≈ 154. At 300 K it gives 8.6, while the Curie-Weiss law would give 1535/141 ≈ 10.9. The law holds near the transition and overestimates the response far above it. A field also blurs the transition: 0.01 MV/cm, a dipole energy of only 1.5 × 10⁻⁵ eV, induces 0.59 µC/cm² at T_c, nearly a quarter of the zero-temperature polarization.

How far can these numbers be trusted within the model's own terms? The reduction to two levels is sound here. For the proton the third level lies 0.40 eV above the second, against a splitting of 0.034 eV. When twelve levels of the well are kept in the mean-field response, T_c moves from 158.6 K to 160.3 K for the proton and from 230.8 K to 232.7 K for the deuteron, about 1 percent in each case.

The neglect of correlations is more serious. It does no harm when every bond is coupled weakly to all others. With J_ij = J0/N for N spins, the free energy can be computed from the full spectrum. For N = 80 and 160, with the 1/N term removed by extrapolation, it agrees with the mean-field value within 6.3 × 10⁻⁵ J0 per spin at three points: (Γ, t) = (0.6, 0.4), (0.6, 1.6) and (1.6, 0.3), in units of J0. With few neighbours the situation is different. As an illustration, give each spin six neighbours on a simple cubic lattice, each with coupling J0/6. Treat a cube of eight spins with all its internal correlations, and replace only the three outer neighbours of each spin by their average. The proton's T_c then drops from 159 K to 129 K, and the deuteron's from 231 K to 211 K. The critical strength falls from J0 to 0.946 J0. The cube captures only part of the effect, because correlations reaching beyond it are still averaged away. Monte Carlo sampling of the full simple cubic lattice puts T_c between 162 K and 186 K for the deuteron and below about 80 K for the proton. This lattice is not the real bond network, but it shows that the mean-field T_c can be wrong by tens of kelvin, and that near the critical tunnelling it can be too high by a factor of two or more.

The geometry of the bond matters as much. Keep the barrier fixed and let J0 scale as a². Shortening the proton's half-separation from 0.200 Å to 0.19479 Å then suffices to bring Γ up to J0, which removes the order in the two-level model. So close to the critical point the small contribution of the higher levels matters: with them included, mean-field order survives at this length up to about 67 K, and ends only near 0.1947 Å. In the other direction, deuteration tends to lengthen hydrogen bonds. If the deuteron's half-separation grows by 0.01 Å, J0 rises to 0.02205 eV and T_c from 231 K to 255 K. That gain of about 24 K is a third of the shift due to tunnelling alone, and nearly all of it comes from the coupling. The size 0.01 Å is only illustrative: in the real crystal the half-separation grows by roughly 0.04 Å on deuteration, and for that growth the same scaling gives about 100 K, more than the shift due to tunnelling.

The real crystal has a Curie temperature of very roughly 120 K, and roughly 220 K when deuterated, so the model gives the right order of magnitude and direction. This is not evidence that tunnelling alone causes the isotope effect, since the parameters were chosen in this regime and a change of bond length acts in the same direction. The half-separation used is larger than the rough 0.18 Å of the real bond, and the difference matters: at 0.18 Å the same barrier gives Γ = 0.026 eV, above J0, and the proton system does not order at all; a barrier near 0.84 eV would be needed to restore the Γ used above. The barrier is an effective parameter rather than a measured one, and the curvature of the chosen well corresponds to about 5600 cm⁻¹, stiffer than even a free O–H stretch near 3700 cm⁻¹. The polarization is a more telling comparison. The real value is roughly 5 µC/cm² for the proton crystal and only moderately larger after deuteration, whereas the model, with the same dipole for both, nearly doubles it. The model also has a continuous transition, while the real one is weakly first order. Several assumptions fail in the crystal. Its polarization comes largely from displacements of the heavier ions, which move with the protons and alter both the tunnelling and the coupling. The preference for two close protons around each phosphate group creates strong local correlations. Domains, which affect the polarization measured in a device, are absent from a uniform state. Of these, only correlations have been examined here, and only on a simple cubic lattice. The cube's reductions of T_c, 18 percent for the proton and 9 percent for the deuteron, understate their effect even there. The main values of the worked example are in the numerical output below.

Table of computed values

```
half-separation of proton sites    0.20 angstrom
effective barrier                  0.58 eV
total coupling J0 = critical Gamma 0.0200 eV
critical tunnel splitting 2*J0     0.0400 eV
dipole per bond                    0.15 e*angstrom
volume per bond                    50 angstrom^3
Curie temperature without tunnelling 232.1 K
H: lowest level above well bottom  0.2978 eV
H: third level above the second    0.4011 eV
H: position matrix element x01     0.1688 angstrom
H: Gamma                           0.01688 eV
H: Gamma/J0                        0.8442 (no unit)
H: kB*Tc                           0.01366 eV
H: Curie temperature               158.6 K
H: Tc with 12 well levels          160.3 K
H: Tc with 8-site cluster          129.4 K
D: lowest level above well bottom  0.2276 eV
D: third level above the second    0.3330 eV
D: position matrix element x01     0.1802 angstrom
D: Gamma                           0.00255 eV
D: Gamma/J0                        0.1275 (no unit)
D: kB*Tc                           0.01989 eV
D: Curie temperature               230.8 K
D: Tc with 12 well levels          232.7 K
D: Tc with 8-site cluster          210.9 K
polarization at full order         4.81 uC/cm2
H: order mz at 0 K                 0.5361 (no unit)
H: polarization at 0 K             2.58 uC/cm2
D: order mz at 0 K                 0.9918 (no unit)
D: polarization at 0 K             4.77 uC/cm2
H: polarization at 0.50 Tc         2.52 uC/cm2
H: polarization at 0.80 Tc         1.96 uC/cm2
H: polarization at 0.95 Tc         1.07 uC/cm2
dipole energy mu^2/(eps0*volume)   0.0814 eV
H: Curie constant                  1535 K
H: susceptibility at Tc + 10 K     149.31 (no unit)
H: susceptibility at 300 K         8.64 (no unit)
applied field                      0.01 MV/cm
dipole energy in that field        1.50e-05 eV
H: polarization at Tc in that field 0.59 uC/cm2
H: half-separation where order ends 0.1948 angstrom
D: lengthened half-separation      0.21 angstrom
D: J0 after lengthening            0.02205 eV
D: Tc after lengthening            255.3 K
H: Tc with Gamma 10 percent lower  177.1 K
critical Gamma/J0, 8-site cluster  0.9458 (no unit)
infinite-range test, largest error 6.3e-05 J0
```
